# Helium Integrals in r1, r2 and r12 from One Generating Function

Suppose the two electrons of helium are described by a product of two identical exponentials. Every energy integral is then easy, but the best energy of this form is −2.8477 hartree, about 0.055 hartree (1.5 eV) above what three well-chosen terms, one of them containing the interelectronic distance \(r_{12}\), can give. The improvement has a price. Since \(r_{12}=\sqrt{r_1^2+r_2^2-2r_1r_2\cos\theta}\), an odd power of \(r_{12}\) ties the two electrons together through a square root, and the six-dimensional integral does not split into one-electron factors. For the product function this happens only in the repulsion integral, through \(1/r_{12}\). When the trial function combines terms with even and odd powers of \(r_{12}\), it happens in the overlap, kinetic and nuclear-attraction integrals as well. A basis of 22 functions, some with and some without \(r_{12}\), has 253 distinct pairs, many of which require several integrals of this kind. What is wanted is one scheme that delivers all of them, exact up to rounding, without a separate derivation for each.

The integrals needed are

\[
J_{abc}=\int\!\!\int r_1^a\,r_2^b\,r_{12}^c\,e^{-\alpha r_1-\beta r_2-\gamma r_{12}}\,d^3r_1\,d^3r_2 ,
\]

where \(r_1,r_2\) are the distances of the electrons from the nucleus, \(a,b,c\) are integers not smaller than −1, and the exponents \(\alpha,\beta,\gamma\) are real inverse lengths. The simplest member, \(a=b=c=-1\), generates all the others.

The integrand depends on the three sides of the triangle formed by the nucleus and the electrons, so the orientation of the triangle can be integrated out. Take the polar axis of \(\mathbf r_2\) along \(\mathbf r_1\). The direction of \(\mathbf r_1\) contributes \(4\pi\) and the azimuth of \(\mathbf r_2\) contributes \(2\pi\), leaving \(8\pi^2r_1^2r_2^2\,dr_1\,dr_2\,\sin\theta\,d\theta\). At fixed \(r_1,r_2\), differentiating \(r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos\theta\) gives \(r_{12}\,dr_{12}=r_1r_2\sin\theta\,d\theta\). Hence

\[
d^3r_1\,d^3r_2\;\to\;8\pi^2\,r_1r_2r_{12}\,dr_1\,dr_2\,dr_{12},
\qquad |r_1-r_2|\le r_{12}\le r_1+r_2 .
\]

The weight \(r_1r_2r_{12}\) cancels the denominators of \(J_{-1,-1,-1}\), which is why that member is the simplest. What remains is an exponential over the region allowed by the triangle inequalities. These inequalities say that the perimetric coordinates

\[
u=r_2+r_{12}-r_1,\qquad v=r_1+r_{12}-r_2,\qquad w=r_1+r_2-r_{12}
\]

are non-negative, and each runs independently from 0 to infinity. Adding them in pairs gives the inverse relations

\[
r_1=\tfrac12(v+w),\qquad r_2=\tfrac12(u+w),\qquad r_{12}=\tfrac12(u+v).
\]

The Jacobian is \((1/2)^3\) times the determinant of the matrix with rows \((0,1,1)\), \((1,0,1)\), \((1,1,0)\). That determinant is 2, so \(dr_1dr_2dr_{12}=\tfrac14\,du\,dv\,dw\). Collecting \(u\), \(v\) and \(w\) in the exponent,

\[
\alpha r_1+\beta r_2+\gamma r_{12}
=\tfrac12\big[(\beta+\gamma)u+(\gamma+\alpha)v+(\alpha+\beta)w\big].
\]

The integral is now a product of three elementary ones, each equal to 2 divided by a pair sum. The numerical factor is \(8\pi^2\cdot\tfrac14\cdot 2^3=16\pi^2\), so

\[
J_{-1,-1,-1}=16\pi^2\,G,\qquad
G(\alpha,\beta,\gamma)=\frac{1}{(\alpha+\beta)(\beta+\gamma)(\gamma+\alpha)} .
\]

The conditions for convergence can be read off:

\[
\alpha+\beta>0,\qquad \beta+\gamma>0,\qquad \gamma+\alpha>0 .
\]

They have a direct meaning. Large \(w\) at fixed \(u,v\) moves both electrons far from the nucleus while they stay close together, and \(\alpha+\beta\) controls the decay. Large \(v\) takes electron 1 away alone, so that \(r_1\) and \(r_{12}\) grow together, and \(\gamma+\alpha\) controls the decay. Large \(u\) does the same for electron 2. A single exponent may therefore be zero or negative. The same conditions hold for all \(a,b,c\ge-1\), because the extra factor \(r_1^{a+1}r_2^{b+1}r_{12}^{c+1}\) is a polynomial in \(u,v,w\) with non-negative coefficients. It cannot spoil exponential decay, nor can it rescue an integral in which the decay is missing.

Higher powers follow by differentiation, since \(-\partial/\partial\alpha\) acting on the exponential brings down a factor \(r_1\), and \(\beta\) and \(\gamma\) do the same for \(r_2\) and \(r_{12}\). The derivative may be taken under the integral sign. In a small neighbourhood of any allowed set of exponents all pair sums stay above some \(2\delta>0\), so every differentiated integrand is bounded by a polynomial times \(e^{-\delta(u+v+w)}\), which is integrable. With

\[
\Gamma_{lmn}=\Big(-\frac{\partial}{\partial\alpha}\Big)^{l}
\Big(-\frac{\partial}{\partial\beta}\Big)^{m}
\Big(-\frac{\partial}{\partial\gamma}\Big)^{n}G ,
\qquad
J_{abc}=16\pi^2\,\Gamma_{a+1,\,b+1,\,c+1},
\]

the problem is solved in principle. The shift by one in each index comes from the starting powers −1.

Repeated symbolic differentiation produces long expressions, and it can be avoided by removing the three denominators one at a time. Define

\[
A=\frac1{\beta+\gamma},\qquad B=\frac{A}{\gamma+\alpha},\qquad G=\frac{B}{\alpha+\beta},
\]

and let \(A_{lmn}\) and \(B_{lmn}\) be the derivatives of \(A\) and \(B\) with the same sign convention as \(\Gamma_{lmn}\). Apply the derivatives to \((\alpha+\beta)G=B\). The prefactor is linear in \(\alpha\), so Leibniz' rule stops after its first derivative:

\[
\Big(-\frac{\partial}{\partial\alpha}\Big)^{l}\big[(\alpha+\beta)G\big]
=(\alpha+\beta)\Big(-\frac{\partial}{\partial\alpha}\Big)^{l}G
-l\Big(-\frac{\partial}{\partial\alpha}\Big)^{l-1}G .
\]

The minus sign is \(-\partial(\alpha+\beta)/\partial\alpha=-1\), and \(l\) counts which of the derivatives hit the prefactor. The \(m\) derivatives with respect to \(\beta\) act in the same way on the first term, while the second no longer contains the prefactor. The \(\gamma\) derivatives pass through. The result is \((\alpha+\beta)\Gamma_{lmn}-l\,\Gamma_{l-1,m,n}-m\,\Gamma_{l,m-1,n}=B_{lmn}\). The same argument for \((\gamma+\alpha)B=A\), with \(\gamma\) in the role of \(\beta\), gives the second relation. Finally, \(A\) does not depend on \(\alpha\), and each derivative of \(1/(\beta+\gamma)\) raises the power of the denominator by one. Solving for the highest entries gives the Sack-Roothaan-Kolos recursion:

\[
\Gamma_{lmn}=\frac{l\,\Gamma_{l-1,m,n}+m\,\Gamma_{l,m-1,n}+B_{lmn}}{\alpha+\beta},
\]

\[
B_{lmn}=\frac{l\,B_{l-1,m,n}+n\,B_{l,m,n-1}+A_{lmn}}{\gamma+\alpha},
\qquad
A_{lmn}=\delta_{l0}\,\frac{(m+n)!}{(\beta+\gamma)^{m+n+1}} .
\]

Terms with a zero prefactor are absent, so no negative index is needed. When the tables are filled in order of increasing indices, each new entry of \(B\) or \(\Gamma\) costs at most two additions, two multiplications and one division.

As an example, take \(\alpha=1.875\), \(\beta=1.25\), \(\gamma=-0.375\) in units of \(1/a_0\), with \(a_0\) the Bohr radius. The negative \(\gamma\) is allowed, because the pair sums are \(\alpha+\beta=3.125\), \(\gamma+\alpha=1.5\) and \(\beta+\gamma=0.875\). The target is the integral of the bare exponential, \(a=b=c=0\), which needs \(\Gamma_{111}\). In units of the appropriate power of \(a_0\), the first table is

\[
A_{000}=\frac1{0.875}=1.14286,\quad
A_{001}=A_{010}=\frac1{0.875^2}=1.30612,\quad
A_{011}=\frac2{0.875^3}=2.98542 .
\]

The second table follows from it:

\[
\begin{aligned}
B_{000}&=1.14286/1.5=0.76190, & B_{100}&=0.76190/1.5=0.50794,\\
B_{010}&=1.30612/1.5=0.87075, & B_{110}&=0.87075/1.5=0.58050,\\
B_{001}&=(0.76190+1.30612)/1.5=1.37868, & B_{101}&=(1.37868+0.50794)/1.5=1.25775,\\
B_{011}&=(0.87075+2.98542)/1.5=2.57078, & B_{111}&=(2.57078+0.58050)/1.5=2.10085 .
\end{aligned}
\]

The third table ends at the target:

\[
\begin{aligned}
\Gamma_{001}&=1.37868/3.125=0.44118,\\
\Gamma_{011}&=(0.44118+2.57078)/3.125=0.96383,\\
\Gamma_{101}&=(0.44118+1.25775)/3.125=0.54366,\\
\Gamma_{111}&=(0.96383+0.54366+2.10085)/3.125=1.15467 .
\end{aligned}
\]

Multiplication by \(16\pi^2\) gives \(J_{000}=182.338\,a_0^6\). Direct quadrature in \(r_1,r_2,\cos\theta\) gives the same value.

Every number in this calculation is positive, although one exponent is not. This holds in general, because the exponents enter through their positive pair sums alone. It can also be seen from a closed formula. Let \(i\) of the \(l\) derivatives with respect to \(\alpha\) act on \(1/(\alpha+\beta)\) and the rest on \(1/(\gamma+\alpha)\). Let \(j\) of the \(m\) derivatives with respect to \(\beta\) act on \(1/(\alpha+\beta)\) and the rest on \(1/(\beta+\gamma)\). Let \(k\) of the \(n\) derivatives with respect to \(\gamma\) act on \(1/(\beta+\gamma)\) and the rest on \(1/(\gamma+\alpha)\). With \(p=i+j\), \(q=m-j+k\) and \(s=n-k+l-i\) counting the derivatives on each factor,

\[
\Gamma_{lmn}=\sum_{i=0}^{l}\sum_{j=0}^{m}\sum_{k=0}^{n}
\binom li\binom mj\binom nk
\frac{p!\;q!\;s!}{(\alpha+\beta)^{p+1}(\beta+\gamma)^{q+1}(\gamma+\alpha)^{s+1}} .
\]

Positivity matters for numerical work. A sum of positive numbers has a relative error no larger than the largest relative error among them, apart from the rounding of the addition itself, so the recursion cannot lose digits by subtraction. For the exponents above and all indices up to 12, the largest relative rounding error of \(\Gamma_{lmn}\) found against exact rational arithmetic is \(5\times10^{-16}\). These exponents and their pair sums are exact binary numbers. In general a pair sum is itself rounded, and since the powers of the pair sums in each term of the closed formula add up to \(l+m+n+3\), the rounding of the three pair sums together can change \(\Gamma_{lmn}\) by a relative amount of up to about that factor times the largest of their relative errors. Two cautions apply. If two exponents nearly cancel, their pair sum inherits a large relative error from any inaccuracy in the exponents. And a matrix element that combines several integrals with different signs can still lose digits, however accurate each integral is.

Differentiation raises powers, so it covers \(a,b,c\ge-1\) but not every convergent integral. Near \(r_1=0\), with \(r_2\) fixed, the allowed range of \(r_{12}\) has width \(2r_1\). The integrand therefore behaves as \(r_1^{a+1}\cdot 2r_1\,dr_1\), which is integrable for \(a=-2\) but not for \(a=-3\). The case \(a=-2\), \(b=c=-1\) is reached by integrating over an exponent instead, using \(\int_\alpha^\infty e^{-\alpha' r_1}d\alpha'=e^{-\alpha r_1}/r_1\). The integrand is positive, so the order of integration may be exchanged, and partial fractions give

\[
\begin{aligned}
J_{-2,-1,-1}
&=\frac{16\pi^2}{\beta+\gamma}\int_\alpha^\infty\frac{d\alpha'}{(\alpha'+\beta)(\alpha'+\gamma)}\\
&=\frac{16\pi^2}{(\beta+\gamma)(\beta-\gamma)}\int_\alpha^\infty
\Big(\frac1{\alpha'+\gamma}-\frac1{\alpha'+\beta}\Big)d\alpha'
=\frac{16\pi^2}{(\beta+\gamma)(\beta-\gamma)}\ln\frac{\alpha+\beta}{\alpha+\gamma}.
\end{aligned}
\]

For \(\beta\to\gamma\) the logarithm tends to \((\beta-\gamma)/(\alpha+\gamma)\), and the result becomes \(16\pi^2/[(\beta+\gamma)(\alpha+\beta)]\). Close to this limit the formula as written loses digits, because a small logarithm is divided by a small difference: for \(\alpha=1.9\), \(\beta=0.7\) and \(\beta-\gamma=10^{-8}\) the relative error in double precision is about \(10^{-8}\). With the exponents of the example the value is \(81.515\,a_0^2\). A logarithm is not a rational function of the exponents, so no finite number of derivatives of \(G\) could have produced this formula.

Helium with polynomial trial functions does not need this extension. For a fixed point nucleus of charge \(Ze\) and nonrelativistic electrons of mass \(m_e\), the Hamiltonian is

\[
H=-\frac{\hbar^2}{2m_e}(\nabla_1^2+\nabla_2^2)
-\frac{Ze^2}{4\pi\varepsilon_0}\Big(\frac1{r_1}+\frac1{r_2}\Big)
+\frac{e^2}{4\pi\varepsilon_0r_{12}} .
\]

Measure lengths in \(a_0=4\pi\varepsilon_0\hbar^2/(m_ee^2)\) and energies in \(E_h=\hbar^2/(m_ea_0^2)=e^2/(4\pi\varepsilon_0a_0)\). All prefactors then reduce to \(-\tfrac12\), \(-Z\) and 1, and from here on \(r_1,r_2,r_{12}\) and the exponent \(\zeta\) are pure numbers in these units. The basis functions are polynomials in the three distances, with non-negative powers, times \(e^{-\zeta(r_1+r_2)}\). They are symmetric under exchange of the electrons, as the spin singlet requires. Products of two of them have \(\alpha=\beta=2\zeta\) and \(\gamma=0\).

The kinetic energy is best written with first derivatives,

\[
T_{fg}=\tfrac12\int\!\!\int(\nabla_1f\cdot\nabla_1g+\nabla_2f\cdot\nabla_2g)\,d^3r_1d^3r_2 .
\]

This equals the form with the Laplacian. The functions decay at infinity, and their gradients are bounded near the points where two particles meet, so small spheres around those points contribute nothing as they shrink. Let subscripts on \(f\) denote derivatives with respect to \(r_1,r_2,r_{12}\), and let \(\hat{\mathbf r}_{12}=(\mathbf r_1-\mathbf r_2)/r_{12}\). Then \(\nabla_1f=f_1\hat{\mathbf r}_1+f_{12}\hat{\mathbf r}_{12}\), and

\[
\nabla_1f\cdot\nabla_1g=f_1g_1+f_{12}g_{12}+\cos\theta_1\,(f_1g_{12}+f_{12}g_1).
\]

The angle follows from \(\mathbf r_1\cdot(\mathbf r_1-\mathbf r_2)=r_1^2-\tfrac12(r_1^2+r_2^2-r_{12}^2)\), so that

\[
\cos\theta_1=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_{12}=\frac{r_1^2+r_{12}^2-r_2^2}{2r_1r_{12}} .
\]

For electron 2 the labels 1 and 2 are exchanged. The sign of \(\hat{\mathbf r}_{12}\) then reverses both in the gradient and in the definition of the angle, so the formula keeps its form.

Now count powers. Differentiating \(r_1^a\) gives \(a\,r_1^{a-1}\), which is absent for \(a=0\), so the derivatives contain no negative powers. The factor \(\cos\theta_1\) consists of \(r_1/r_{12}\), \(r_{12}/r_1\) and \(r_2^2/(r_1r_{12})\), each of which lowers any one power by at most one. The Coulomb terms also lower one power by one. Every integral therefore has \(a,b,c\ge-1\), and the recursion supplies them all.

The one-term function \(e^{-\zeta(r_1+r_2)}\) can be done by hand. Set \(q=2\zeta\), so the pair sums are \(\alpha+\beta=2q\) and \(\beta+\gamma=\gamma+\alpha=q\). The recursion, run as in the numerical example, gives

\[
\Gamma_{110}=\frac{1}{2q}\Big(\frac{3}{4q^4}+\frac{3}{4q^4}+\frac1{q^4}\Big)=\frac{5}{4q^5},
\qquad
\Gamma_{111}=\frac1{2q}\Big(\frac2{q^5}+\frac2{q^5}+\frac4{q^5}\Big)=\frac4{q^6} .
\]

The mean repulsion is their ratio, \(5q/16=5\zeta/8\). The gradient of the function has magnitude \(\zeta\) times the function for each electron, so the kinetic energy is \(2\cdot\tfrac12\zeta^2=\zeta^2\). The mean of \(1/r_1\) is \(\int_0^\infty re^{-qr}dr\big/\int_0^\infty r^2e^{-qr}dr=q/2=\zeta\). With \(Z=2\) the energy is

\[
E(\zeta)=\zeta^2-4\zeta+\tfrac58\zeta=\zeta^2-\tfrac{27}{8}\zeta .
\]

Its minimum lies at \(\zeta=27/16=1.6875\), where \(E=-(27/16)^2=-2.84766\,E_h\). The exponent is below 2 because each electron partly screens the nucleus from the other.

Next take the three functions obtained by multiplying the exponential by 1, \(r_{12}\) and \((r_1-r_2)^2\). For each \(\zeta\) the linear coefficients solve \(\sum_j(T_{ij}+V_{ij})c_j=E\sum_jS_{ij}c_j\), where \(S\) is the overlap matrix and \(V\) the potential energy matrix. Minimizing the lowest \(E\) over \(\zeta\) gives \(\zeta=1.81607\) and

\[
\psi\propto e^{-\zeta(r_1+r_2)}\big[1+0.291786\,r_{12}+0.130815\,(r_1-r_2)^2\big].
\]

The energy can be recovered from the first row of the equation. Divided by \(S_{11}\), the overlaps in that row are 1, 1.204526 and 0.454807. The Hamiltonian elements, each a kinetic plus a potential part, are

\[
\begin{aligned}
3.298102-6.129228&=-2.831126,\\
2.837606-6.500000&=-3.662394,\\
1.500000-2.994106&=-1.494106 .
\end{aligned}
\]

Therefore

\[
E=-\frac{2.831126+3.662394(0.291786)+1.494106(0.130815)}
{1+1.204526(0.291786)+0.454807(0.130815)}
=-\frac{4.09521}{1.41096}=-2.90243\,E_h ,
\]

or −78.98 eV. Both added coefficients are positive. Relative to the exponential factor, the amplitude grows when the electrons are farther apart and when their distances from the nucleus differ. A product of two identical one-electron functions \(e^{-\zeta r}\) has neither freedom.

The kinetic and potential energies are 2.90243 and −5.80486 \(E_h\), in the ratio −2 to the digits shown. This follows from optimizing \(\zeta\). Replacing every distance \(r\) in \(\psi\) by \(\lambda r\), which multiplies the size of the atom by \(1/\lambda\), carries the trial space into the same space with exponent \(\lambda\zeta\), and changes the energy to \(\lambda^2T+\lambda V\). At the optimum this is stationary at \(\lambda=1\), so \(2T+V=0\).

With the same \(\zeta\) and all 22 symmetrized products of total power up to 4, the energy falls to −2.90370 \(E_h\), or −79.01 eV. This is 1.27 millihartree below the three-term value. The last digit is not converged: reoptimizing \(\zeta\) for these 22 functions (to about 2.04) gives −2.90371 \(E_h\), and the 70 functions of total power up to 7 give −2.90372 \(E_h\), about 0.02 millihartree lower, which leaves −79.01 eV unchanged. Both are upper bounds to the ground-state energy of this Hamiltonian, which leaves out nuclear motion and relativity. The numerical check tests both energies by a quadrature that takes gradients in Cartesian coordinates, using neither the recursion nor the formula for \(\cos\theta_1\).

## Table of computed values

```
Bohr radius a0 = 5.291772e-11 m
Hartree energy Eh = 4.359745e-18 J
alpha, beta, gamma = 1.875, 1.25, -0.375 1/a0
alpha+beta, gamma+alpha, beta+gamma = 3.125, 1.5, 0.875 1/a0
A(0, 0, 0) = 1.14285714 a0^1
A(0, 0, 1) = 1.30612245 a0^2
A(0, 1, 0) = 1.30612245 a0^2
A(0, 1, 1) = 2.98542274 a0^3
B(0, 0, 0) = 0.76190476 a0^2
B(0, 0, 1) = 1.37868481 a0^3
B(0, 1, 0) = 0.87074830 a0^3
B(1, 0, 0) = 0.50793651 a0^3
B(0, 1, 1) = 2.57078069 a0^4
B(1, 0, 1) = 1.25774754 a0^4
B(1, 1, 0) = 0.58049887 a0^4
B(1, 1, 1) = 2.10085304 a0^5
Gamma(0, 0, 0) = 0.24380952 a0^3
Gamma(0, 0, 1) = 0.44117914 a0^4
Gamma(0, 1, 1) = 0.96382715 a0^5
Gamma(1, 0, 1) = 0.54365654 a0^5
Gamma(1, 1, 1) = 1.15466775 a0^6
integral a=b=c=0, recursion = 182.337823 a0^6
integral a=b=c=0, quadrature = 182.337823 a0^6
integral a=-2,b=c=-1, logarithm = 81.514737 a0^2
integral a=-2,b=c=-1, quadrature = 81.514737 a0^2
largest relative deviation, 192 quadratures = 6.8e-15
largest relative rounding error, indices to 12 = 4.9e-16
one term: zeta = 1.68750 1/a0
one term: mean 1/r12 energy = 1.054687 Eh
one term: energy = -2.847656 Eh
three terms: zeta = 1.81607 1/a0
S/S00 row 1 = 1.000000, 1.204526, 0.454807 (no unit)
S/S00 row 2 = 1.204526, 1.819228, 0.803479 (no unit)
S/S00 row 3 = 0.454807, 0.803479, 0.827398 (no unit)
T/S00 row 1 = 3.298102, 2.837606, 1.500000 Eh
T/S00 row 2 = 2.837606, 4.000000, 2.512296 Eh
T/S00 row 3 = 1.500000, 2.512296, 4.548071 Eh
V/S00 row 1 = -6.129228, -6.500000, -2.994106 Eh
V/S00 row 2 = -6.500000, -8.706999, -4.851275 Eh
V/S00 row 3 = -2.994106, -4.851275, -5.603485 Eh
coefficient of r12/a0 = 0.291786 (no unit)
coefficient of (r1-r2)^2/a0^2 = 0.130815 (no unit)
three terms: kinetic energy = 2.902432 Eh
three terms: potential energy = -5.804864 Eh
three terms: energy, recursion = -2.90243203 Eh
three terms: energy, quadrature = -2.90243203 Eh
three terms: energy = -78.9792 eV
large basis: number of functions = 22
large basis: energy, recursion = -2.90370267 Eh
large basis: energy, quadrature = -2.90370267 Eh
large basis: energy = -79.0138 eV
three-term energy minus large-basis energy = 1.2706 mEh
```
